# Bilayer Curvature at Arbitrary Thickness Ratio and the First Stoney Correction

## 1. Two layers of equal stiffness

Take a flat elastic plate of thickness $h_s$, the substrate, and bond to its upper face a film of thickness $h_f$ that has been stretched equally in all in-plane directions. While the substrate is held flat and unstrained, the film carries a tensile stress $\sigma_m$. When the plate is released, the film contracts and the plate bends, with the film on the concave side.

Suppose first that both layers have the same biaxial modulus $M$, the ratio of stress to strain in equal biaxial stretching. The released body is then a uniform plate of thickness $H=h_s+h_f$. Before release, the film force per unit width is $\sigma_m h_f$. It acts at the film's midplane, a distance $H/2-h_f/2=h_s/2$ above the midplane of the whole plate. Release therefore applies a bending moment $\sigma_m h_f h_s/2$ per unit width. The plate resists with moment $MH^3\kappa/12$, where $\kappa$ is its curvature. Equating the two gives

$$\kappa=\frac{6\sigma_m h_f h_s}{M(h_s+h_f)^3}=\frac{6\sigma_m h_f}{Mh_s^2}\,\frac{1}{(1+h)^3},\qquad h=\frac{h_f}{h_s}. \tag{1}$$

For $h\to0$ the last factor is 1, and what remains is the Stoney curvature. The first correction is $-3h$: for a film of one hundredth of the substrate thickness, Stoney's curvature is already too high by about 3 %.

The Stoney curvature grows linearly with film thickness, whereas (1) does not. At fixed $h_s$ and $\sigma_m$, the derivative of $h/(1+h)^3$ is $(1-2h)/(1+h)^4$, so the curvature is largest at $h=1/2$ and falls for thicker films. Such a film stiffens the plate faster than it loads it.

With unequal moduli the neutral plane is no longer at mid-thickness, and the balances must be written layer by layer.

## 2. Strain, stress and sign conventions

Let $z$ be measured from the substrate midplane towards the film. The substrate occupies $-h_s/2<z<h_s/2$, and the film $h_s/2<z<h_s/2+h_f$. Curvature is positive when the film is on the concave side, and tensile stress is positive. Both layers are linearly elastic and isotropic in the plane, the bond is perfect, no external load acts, and deflections are small.

Far from the edge, no in-plane direction is preferred, and the plate takes a spherical shape. At distance $r$ from the centre, the deflection and radial displacement are

$$w=\tfrac12\kappa r^2+g(z),\qquad u_r=(\varepsilon_0-\kappa z)r. \tag{2}$$

The function $g(z)$ allows for thickness changes. The radial strain $\partial u_r/\partial r$ and the hoop strain $u_r/r$ are equal, and the shear strain vanishes:

$$\varepsilon(z)=\varepsilon_0-\kappa z,\qquad \frac{\partial u_r}{\partial z}+\frac{\partial w}{\partial r}=-\kappa r+\kappa r=0. \tag{3}$$

Here $\varepsilon_0$ is the strain of the substrate midplane. For positive $\kappa$ the upper side contracts, as the sign convention requires.

The faces are free, so the normal stress $\sigma_{zz}$ is zero. Hooke's law for equal in-plane stresses then reads $\varepsilon=(\sigma-\nu\sigma)/E$, where $E$ is Young's modulus and $\nu$ Poisson's ratio. Hence

$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}. \tag{4}$$

Let $\varepsilon_m$ be the film's elastic strain when the substrate is flat and unstrained. It is taken uniform through the film. With subscripts $s$ and $f$ for the layers, the stresses after release are

$$\sigma_s(z)=M_s(\varepsilon_0-\kappa z),\qquad \sigma_f(z)=M_f(\varepsilon_m+\varepsilon_0-\kappa z). \tag{5}$$

The **misfit stress** is $\sigma_m=M_f\varepsilon_m$. It differs from the stress left in the film after release, and this difference will matter.

## 3. Force and moment balance

Let $\bar\sigma$ be the mean film stress after release and $N=\bar\sigma h_f$ the film force per unit width. The term $-\kappa z$ integrates to zero over the substrate, so zero total force requires

$$N+M_sh_s\varepsilon_0=0. \tag{6}$$

For the moment, write $z=z_f+\zeta$ in the film, where $z_f=(h_s+h_f)/2$ is its midplane. Since the stress is linear, $\sigma_f=\bar\sigma-M_f\kappa\zeta$. The two moments about $z=0$ are

$$\int_s\sigma_s z\,dz=-\frac{M_sh_s^3\kappa}{12},\qquad \int_f\sigma_f z\,dz=Nz_f-\frac{M_fh_f^3\kappa}{12}. \tag{7}$$

The terms odd in $z$ or $\zeta$ have dropped out. The total must vanish, and because the total force is zero, the choice of origin does not matter. Thus

$$\frac{\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right)=\frac{N(h_s+h_f)}{2}. \tag{8}$$

The two opposite forces $N$, separated by the distance between the midplanes, form a couple. It supplies the sum of the moments that bend the two layers, each about its own midplane.

Define $m=M_f/M_s$. With $N=\bar\sigma h_f$, equation (8) becomes

$$\kappa=\frac{6\bar\sigma h_f}{M_sh_s^2}\,\frac{1+h}{1+mh^3}. \tag{9}$$

If the stress meant is the actual mean stress, the first correction is therefore $+h$, whatever the film modulus. It comes from the longer lever arm.

To express $\kappa$ through the misfit stress, $N$ must be eliminated. Averaging the film stress in (5) over the film gives

$$\frac{N}{M_fh_f}=\varepsilon_m+\varepsilon_0-\frac{\kappa(h_s+h_f)}{2}. \tag{10}$$

Insert $\varepsilon_0=-N/(M_sh_s)$ from (6) and multiply by $M_fh_f=mh\,M_sh_s$:

$$N(1+mh)=\sigma_mh_f-\tfrac12mh(1+h)M_sh_s^2\kappa. \tag{11}$$

Equation (8), solved for the force, is

$$N=\frac{M_sh_s^2\kappa}{6}\,\frac{1+mh^3}{1+h}. \tag{12}$$

Put this into (11) and collect the terms in $\kappa$:

$$\frac{M_sh_s^2\kappa}{6(1+h)}\left[(1+mh)(1+mh^3)+3mh(1+h)^2\right]=\sigma_mh_f. \tag{13}$$

The first product in the bracket is $1+mh+mh^3+m^2h^4$, and the second is $3mh+6mh^2+3mh^3$. Their sum is

$$D=1+4mh+6mh^2+4mh^3+m^2h^4. \tag{14}$$

The curvature for any thickness ratio is therefore

$$\boxed{\kappa=\kappa_{\rm St}F,\qquad \kappa_{\rm St}=\frac{6\sigma_mh_f}{M_sh_s^2},\qquad F=\frac{1+h}{D}.} \tag{15}$$

Returning with this to (12) and (6) gives the mean stress and the midplane strain:

$$\frac{\bar\sigma}{\sigma_m}=\frac{1+mh^3}{D},\qquad \varepsilon_0=-\varepsilon_m\frac{mh(1+mh^3)}{D}. \tag{16}$$

For $m=1$, $D=(1+h)^4$, and (15) reduces to (1).

The opposite limit is a film much thicker than the substrate, with both $h\gg1$ and $mh\gg1$. Then $D\to m^2h^4$ and $F\to1/(m^2h^3)$, so that

$$\kappa\to\frac{6M_s\varepsilon_mh_s}{M_fh_f^2}. \tag{17}$$

This is the Stoney curvature with the roles exchanged: the thin substrate, under stress of magnitude $M_s\varepsilon_m$, now bends the thick film.

The linear strain profile was tested by a finite-element calculation of an axisymmetric elastic disc, in which the strain is free to vary through the thickness. For $h=0.5$, Poisson's ratios 0.25 (substrate) and 0.35 (film), and $E_f/E_s=2$, the modulus ratio is $m=2.3077$. The central curvature, extrapolated to large radius from discs of radius $30h_s$ and $60h_s$, was $\kappa h_s/\varepsilon_m=0.98306$. Equation (15) gives the same five digits.

## 4. The first correction

For small $h$ and small $mh$, keep terms through second order in $h$ at fixed $m$. Since $1/(1+x)=1-x+x^2-\dots$ with $x=4mh+6mh^2+\dots$,

$$\frac1D=1-4mh+(16m^2-6m)h^2+\dots \tag{18}$$

Multiplication by $1+h$ adds $h$ at first order and $-4mh^2$ at second order:

$$F=1+(1-4m)h+(16m^2-10m)h^2+\dots \tag{19}$$

The first correction to Stoney's limit is thus $(1-4m)h$. Small $h$ alone does not justify it: for a stiff film on a soft substrate, $4mh$ can be of order one although $h$ is small. In that case (15) should be used.

The two parts have separate origins. To first order, (16) gives $\varepsilon_0=-mh\,\varepsilon_m$: the substrate contracts uniformly and the film loses the fraction $mh$ of its stress. To the same order, the bending strain at the substrate surface is $-\kappa h_s/2=-3mh\,\varepsilon_m$, which removes a further $3mh$. The lever arm contributes $+h$. Their sum is $h-mh-3mh$.

For $m>1/4$ relaxation wins, and Stoney's formula, used with the misfit stress, predicts too much curvature for thin films. For $m<1/4$ the lever arm wins and it predicts too little, provided $h$ is small enough for the first correction to dominate. At $m=1/4$ the first correction vanishes, and (19) leaves $F=1-\tfrac32h^2+\dots$.

In a measurement the curvature is known and the stress is sought. Stoney's formula then reports $\sigma_{\rm St}=M_sh_s^2\kappa/(6h_f)=F\sigma_m$. Its inversion requires

$$\frac1F=\frac{D}{1+h}=(1+4mh+6mh^2+\dots)(1-h+h^2-\dots). \tag{20}$$

Collecting powers of $h$ gives

$$\sigma_m=\sigma_{\rm St}\left[1+(4m-1)h+(1+2m)h^2+\dots\right]. \tag{21}$$

The mean stress present in the film follows from (9) as $\bar\sigma=\sigma_{\rm St}(1+mh^3)/(1+h)$. Stoney's formula overestimates this stress for $mh^2<1$, even when it underestimates $\sigma_m$.

## 5. A film that is stressed as it grows

Equation (15) assumes one uniform misfit. This describes a film whose stress arises after it has reached full thickness, for example by a uniform thermal mismatch. During growth, a different condition may hold: each new layer is deposited with the same stress $\sigma_m$ on a surface that has already contracted and bent. Relative to the original flat substrate, the misfit is then not uniform.

Let the film have reached thickness $t$, with $\tau=t/h_s$. To first order in $\tau$, the modulus-weighted neutral plane lies at

$$z_n=\frac{M_ft(h_s+t)/2}{M_sh_s+M_ft}\simeq\frac{m\tau h_s}{2}. \tag{22}$$

The lever arm of a new surface layer and the bending stiffness are, to the same order,

$$\frac{h_s}{2}+t-z_n\simeq\frac{h_s}{2}\left[1+(2-m)\tau\right],\qquad B\simeq\frac{M_sh_s^3}{12}(1+3m\tau). \tag{23}$$

The film's contribution to $B$ is $M_ft(h_s/2)^2$, while the shift of the neutral plane changes $B$ at second order. A layer $dt$ adds the moment $\sigma_m\,dt$ times the lever arm. Division by $B$ gives

$$d\kappa=\frac{6\sigma_m\,dt}{M_sh_s^2}\left[1+(2-4m)\tau+\dots\right]. \tag{24}$$

With $dt=h_s\,d\tau$, integration from 0 to $h$ turns $\tau$ into $h^2/2$. Taking out the common factor $h$ leaves

$$\kappa=\kappa_{\rm St}\left[1+(1-2m)h+\dots\right]. \tag{25}$$

The relaxation term is half that in (19). A layer loses stress through the layers deposited after it, but not through those before it. Averaged over the film, the loss is $2mh$ instead of $4mh$.

## 6. Copper on thinned silicon

Consider an annealed blanket copper film, 5 µm thick, on a (001) silicon disc 100 µm thick and 10 mm in diameter. The misfit stress is 100 MPa. These are rough typical values for copper metallization on thinned silicon.

For the (001) silicon plane, zero normal stress gives $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$, hence $M_s=C_{11}+C_{12}-2C_{12}^2/C_{11}$. With rough stiffnesses $C_{11}=166$ GPa and $C_{12}=64$ GPa, $M_s=180.7$ GPa. For copper, $E_f=120$ GPa and $\nu_f=0.34$ give $M_f=120/0.66=181.8$ GPa. Thus $h=0.05$ and $m=1.0065$.

The Stoney curvature is

$$\kappa_{\rm St}=\frac{6(100\times10^6)(5\times10^{-6})}{(180.7\times10^9)(100\times10^{-6})^2}=1.66\ {\rm m^{-1}}. \tag{26}$$

The first-order factor is $1-3.026\times0.05=0.849$, and the full factor is $F=0.863$. The full curvature is $1.43\ {\rm m^{-1}}$, a radius of 0.70 m. Over the disc radius $R=5$ mm, the bow is $\kappa R^2/2=17.9$ µm. Relative to the full result, Stoney's curvature is 16 % too high and the first-order curvature 1.6 % too low.

Read in reverse, a curvature of $1.43\ {\rm m^{-1}}$ makes Stoney's formula report 86.3 MPa. The first correction in (21) raises this to 99.3 MPa, and the second restores 100.0 MPa to the digits shown. The mean stress actually present is 82.2 MPa. Stoney's value lies between the two stresses and equals neither.

The film stress falls from 82.8 MPa at the interface to 81.5 MPa at its top. The silicon carries −17.1 MPa at the interface and +8.8 MPa at the bottom. Its mean is $M_s\varepsilon_0=-4.11$ MPa, so its force is $-4.11\times100=-411$ N/m. This balances the film force, $82.2\times5=411$ N/m.

At these moduli, Stoney's curvature exceeds the full one by 1 % at a film thickness of 0.33 µm. The first-order estimate agrees: $0.01/(4m-1)=0.0033$ of the substrate thickness. At $h=0.1$, the first-order factor is 0.697 against the full 0.750. At $h=0.5$ it is −0.51 against +0.295: the truncated series then gives even the wrong sign.

If the same film had instead grown at a constant deposition stress of 100 MPa, a sum over 1000 elastic layers gives the factor 0.952. The first-order result (25) gives 0.949. The history of the stress thus moves the curvature by about 10 % at fixed thicknesses and moduli.

## 7. What limits the result in a real stack

Some limits concern the stack itself. Copper grains are elastically anisotropic, and a textured film need not have the modulus assumed above. Zero stress on the film's faces gives the biaxial modulus $C_{11}+C_{12}-2C_{12}^2/C_{11}$ for (001) planes, as for silicon, and $6C_{44}(C_{11}+2C_{12})/(C_{11}+2C_{12}+4C_{44})$ for (111) planes. Rough copper stiffnesses are $C_{11}=168$ GPa, $C_{12}=121$ GPa and $C_{44}=75$ GPa. With the misfit stress held at 100 MPa, a film with (001) planes parallel to the surface has $M_f=115$ GPa and $F=0.924$; for (111) planes, the values are 260 GPa and 0.802. At fixed misfit stress, these ideal textures move the curvature by about 7 % up or down. If the misfit strain is fixed instead, as for an elastic thermal mismatch, the stress itself scales with $M_f$, and the curvature falls by about 33 % for (001) and rises by about 33 % for (111). Real metallization also contains barrier layers. A 50 nm barrier at a rough 1 GPa carries 50 N/m, or 10 % of the copper's misfit force of 500 N/m. At Stoney's order, it changes the curvature by about that fraction, with the sign of its stress. Knowing the barrier and the texture is thus comparable in importance to the thickness correction.

Temperature matters as well. With rough expansion coefficients of 17 and 2.6 ppm/K, elastic warming changes the misfit stress by $-M_f(\alpha_f-\alpha_s)=-2.6$ MPa/K, or 2.6 % of its value per kelvin. A substrate 1 µm thicker lowers the curvature by 1.8 % at fixed misfit stress. The film stress is 0.50 of a rough yield stress of 200 MPa before release and at most 0.41 of it afterwards, so the elastic assumption is reasonable for the release considered here. It fails during a large temperature cycle: elastic cooling by 38 K already produces 100 MPa, and cooling by 76 K reaches the yield stress, so the stress left by an anneal is set by plastic flow. Equation (15) then applies if that stress was fixed while the substrate was effectively rigid, for example before thinning, and is released elastically. If flow fixes the stress on the already thin substrate, that stress is the mean stress $\bar\sigma$ and (9) is the relation to use.

Small deflection is a separate condition. A disc cannot become spherical without some stretching. For an isotropic disc with $w=\kappa r^2/2$ and a free edge, the membrane stresses are

$$\sigma_r=\frac{E\kappa^2}{16}(R^2-r^2),\qquad \sigma_\theta=\frac{E\kappa^2}{16}(R^2-3r^2). \tag{27}$$

They satisfy equilibrium, $d(r\sigma_r)/dr=\sigma_\theta$, and compatibility, $\varepsilon_r=d(r\varepsilon_\theta)/dr+(w')^2/2$. In units of $(E\kappa^2R^2/16)^2$, the area averages of $\sigma_r^2$, $\sigma_\theta^2$ and $\sigma_r\sigma_\theta$ are $1/3$, 1 and 0. The mean stretching energy per area is therefore

$$U_m=\frac{h_s}{2E}\left(\frac{E\kappa^2R^2}{16}\right)^2\frac43=\frac{Eh_s\kappa^4R^4}{384}. \tag{28}$$

The bending energy is $U_b=Mh_s^3\kappa^2/12$, where the thin film's stiffness is neglected. The ratio of the resisting moments is that of the derivatives with respect to $\kappa$:

$$\frac{dU_m/d\kappa}{dU_b/d\kappa}=\frac{(1-\nu)\kappa^2R^4}{16h_s^2}. \tag{29}$$

Treating silicon as isotropic, with its cube-axis values $\nu=C_{12}/(C_{11}+C_{12})=0.278$ and $E=(1-\nu)M_s$, gives a ratio of about 0.6 %. It estimates the loss of curvature averaged over the disc. The loss at the centre is about $2+\nu$ times larger, near 1.3 % (1.1 % when the film's stiffness is included). Both are small beside the 14 % reduction from Stoney's curvature, but the central loss is comparable to the 1.6 % error of the first-order curvature. It grows as $R^4$ at fixed curvature and thickness, so the same stack on a much wider disc would violate the small-deflection assumption.

The free edge has less influence here. A linear (small-deflection) finite-element disc with the example's dimensions, and silicon replaced by an isotropic solid of the same $M_s$ and $\nu$, changes the central curvature by −0.02 % relative to (15). The numerical output lists the main values of this example.

## Numbers as computed

```
Film thickness: 5.0 um
Substrate thickness: 100.0 um
Disc diameter: 10.0 mm
Silicon C11, C12: 166, 64 GPa
Copper E: 120 GPa; Poisson ratio: 0.34
Biaxial modulus, Si(001): 180.7 GPa
Biaxial modulus, Cu film: 181.8 GPa
Thickness ratio h: 0.0500; modulus ratio m: 1.0065
Misfit stress: 100.0 MPa; strain: 5.500e-04
Stoney curvature: 1.6607 1/m
First-order factor: 0.8487
First-order curvature: 1.4094 1/m
Second-order factor: 0.8641
Full factor F: 0.8628
Full curvature: 1.4329 1/m; radius: 0.6979 m
Centre-to-edge bow: 17.91 um
Substrate midplane strain: -2.275e-05
Mean film stress: 82.19 MPa
Film stress at interface: 82.84 MPa
Film stress at top: 81.54 MPa
Si stress at interface: -17.05 MPa
Si stress at bottom: 8.83 MPa
Stress reported by Stoney: 86.28 MPa
After first correction: 99.34 MPa
After second correction: 99.99 MPa
Film for 1% Stoney excess: 0.329 um
Growing-film factor, same h and m: 0.9517
Table for example m: h, full F, first-order F (dimensionless)
  0.001  0.9970  0.9970
  0.010  0.9703  0.9697
  0.050  0.8628  0.8487
  0.100  0.7498  0.6974
  0.500  0.2947  -0.5129
  1.000  0.1242  -2.0259
Thick FE test: h = 0.50, m = 2.3077
  FE kappa*h_s/eps_m: 0.98306; formula: 0.98306
Cu(001) modulus: 114.7 GPa; factor: 0.9236
Cu(111) modulus: 259.9 GPa; factor: 0.8015
Barrier: 50 nm at 1.0 GPa; force share: 10.0 %
Expansion, Cu and Si: 17.0, 2.6 ppm/K
Misfit-stress change on warming: -2.62 MPa/K
Curvature change for +1 um substrate: -1.83 %
Large-deflection stiffening: 0.58 %
Free-edge effect on central curvature: -0.016 %
Rough copper yield stress: 200 MPa
Peak film stress / yield: 0.414
```
